# Gaussian barrier averages and the curved Arrhenius law in disordered semiconductors: test program

```python
"""
Result under test: for Gaussian barriers B (mean phi, standard deviation sigma)
  L = <exp(-beta B)> = exp(-beta phi + beta^2 sigma^2 / 2),  beta = 1/(kT),
while the physical activation factor, which cannot exceed one, averages to
  A = <min(1, exp(-beta B))> = Phi(-phi/sigma) + L Phi(phi/sigma - beta sigma),
where Phi is the standard normal distribution function.
These are averages over parallel paths. For a connected d-dimensional cubic
network with bond conductances exp(-beta B), weak disorder instead gives
  ln g_eff = -beta phi + (1/2 - 1/d) (beta sigma)^2 + higher orders.
Energies are in eV, temperatures in K, beta in 1/eV.
"""
import numpy as np
from scipy.constants import k as boltzmann_joule, e as elementary_charge
from scipy.integrate import quad
from scipy.linalg import solve
from scipy.optimize import minimize_scalar
from scipy.special import ndtr

K_B = boltzmann_joule / elementary_charge
PHI = 0.12
SIGMA = 0.03


def beta_of(temperature):
    return 1.0 / (K_B * temperature)


def integrate(function, lower, upper):
    return quad(function, lower, upper, epsabs=0.0, epsrel=1e-10, limit=300)[0]


def barrier_density(barrier):
    return (np.exp(-0.5 * ((barrier - PHI) / SIGMA) ** 2)
            / (SIGMA * np.sqrt(2.0 * np.pi)))


def law(beta):
    return np.exp(-beta * PHI + 0.5 * (beta * SIGMA) ** 2)


def physical_average(beta):
    return (ndtr(-PHI / SIGMA)
            + law(beta) * ndtr(PHI / SIGMA - beta * SIGMA))


def law_by_quadrature(beta):
    return integrate(lambda b: np.exp(-beta * b) * barrier_density(b),
                     PHI - 20 * SIGMA, PHI + 12 * SIGMA)


def positive_moment(beta, power):
    """Integral over positive barriers of B^power exp(-beta B) density."""
    return integrate(lambda b: b**power * np.exp(-beta * b) * barrier_density(b),
                     0.0, PHI + 12 * SIGMA)


def physical_by_quadrature(beta):
    barrier_free = integrate(barrier_density, PHI - 12 * SIGMA, 0.0)
    return barrier_free + positive_moment(beta, 0)


def physical_by_carrier_energy(beta):
    """Average, over incident flux, of the fraction of barriers below E."""
    return integrate(lambda en: beta * np.exp(-beta * en)
                     * ndtr((en - PHI) / SIGMA),
                     0.0, PHI + 12 * SIGMA + 40.0 / beta)


# Thermal flux over one barrier, from the velocity distribution (kT = m = 1).
for reduced_barrier in (0.5, 2.0, 4.0):
    passing = integrate(lambda v: v * np.exp(-v * v / 2),
                        np.sqrt(2 * reduced_barrier), 12.0)
    incident = integrate(lambda v: v * np.exp(-v * v / 2), 0.0, 12.0)
    assert abs(passing / incident / np.exp(-reduced_barrier) - 1) < 1e-8

print(f"mean barrier phi = {PHI:.3f} eV, width sigma = {SIGMA:.3f} eV")
print(f"Boltzmann constant = {K_B:.6e} eV/K")
print(f"barrier-free fraction Phi(-phi/sigma) = {ndtr(-PHI / SIGMA):.3e}")
temperatures = (400.0, 300.0, 200.0, 150.0, 100.0, 60.0)
energy_rows = []
print("T(K)  kT(eV)  sigma/kT  u  exp(-phi/kT)  L  A  1-A/L(%)")
for temperature in temperatures:
    beta = beta_of(temperature)
    u = PHI / SIGMA - beta * SIGMA
    direct = physical_by_quadrature(beta)
    assert abs(law_by_quadrature(beta) / law(beta) - 1) < 1e-7
    assert abs(direct / physical_average(beta) - 1) < 1e-7
    assert abs(physical_by_carrier_energy(beta) / direct - 1) < 1e-7
    error = 1 - direct / law_by_quadrature(beta)
    assert 0 < error < ndtr(-u)

    # Derivatives of ln A against moments of the weighted barriers.
    step = 0.5
    log_a = [np.log(physical_average(beta + shift * step))
             for shift in (-1, 0, 1)]
    slope_energy = -(log_a[2] - log_a[0]) / (2 * step)
    curvature = (log_a[2] - 2 * log_a[1] + log_a[0]) / step**2
    mean_barrier = positive_moment(beta, 1) / direct
    variance = positive_moment(beta, 2) / direct - mean_barrier**2
    assert abs(slope_energy / mean_barrier - 1) < 1e-3
    assert abs(curvature / variance - 1) < 5e-3

    log_l = [np.log(law_by_quadrature(beta + shift * step))
             for shift in (-1, 0, 1)]
    law_energy = -(log_l[2] - log_l[0]) / (2 * step)
    law_curvature = (log_l[2] - 2 * log_l[1] + log_l[0]) / step**2
    assert abs(law_energy - (PHI - beta * SIGMA**2)) < 1e-6
    assert abs(law_curvature / SIGMA**2 - 1) < 1e-3
    energy_rows.append((temperature, law_energy, mean_barrier,
                        np.sqrt(variance)))
    print(f"{temperature:.0f}  {1 / beta:.5f}  {beta * SIGMA:.4f}  {u:.3f}  "
          f"{np.exp(-beta * PHI):.3e}  {law(beta):.3e}  {direct:.3e}  "
          f"{100 * error:.3f}")

print("T(K)  E_app of L(eV)  E_app of A(eV)  weighted width for A(eV)")
for temperature, law_energy, mean_barrier, width in energy_rows:
    print(f"{temperature:.0f}  {law_energy:.5f}  {mean_barrier:.5f}  {width:.5f}")

# Turning point of the unrestricted average and its absence in the physical one.
minimum = minimize_scalar(
    lambda t: np.log(law_by_quadrature(beta_of(t))),
    bounds=(50.0, 200.0), method="bounded", options={"xatol": 1e-4})
predicted_minimum = SIGMA**2 / (PHI * K_B)
assert abs(minimum.x - predicted_minimum) < 0.1
cold, turning = beta_of(60.0), beta_of(predicted_minimum)
assert law_by_quadrature(cold) > law_by_quadrature(turning)
assert physical_by_quadrature(cold) < physical_by_quadrature(turning)
safe_temperature = SIGMA**2 / ((PHI - 2 * SIGMA) * K_B)
print(f"false minimum of L: numerical {minimum.x:.2f} K, "
      f"formula {predicted_minimum:.2f} K")
print(f"L at false minimum = {law(turning):.3e}, "
      f"A there = {physical_average(turning):.3e}")
print(f"temperature where u = 2: {safe_temperature:.1f} K")
print(f"error bound Phi(-2) = {100 * ndtr(-2.0):.2f} %")

# Recover the barrier parameters from the physical average.
fit_beta = np.linspace(beta_of(400.0), beta_of(200.0), 21)
fit_log = np.log([physical_by_quadrature(b) for b in fit_beta])
quadratic, linear, intercept = np.polyfit(fit_beta, fit_log, 2)
fit_phi, fit_sigma = -linear, np.sqrt(2 * quadratic)
assert abs(fit_phi - PHI) < 0.002 and abs(fit_sigma - SIGMA) < 0.002
straight_energy = -np.polyfit(fit_beta, fit_log, 1)[0]
print(f"quadratic fit 200-400 K: phi = {fit_phi:.5f} eV, "
      f"sigma = {fit_sigma:.5f} eV")
print(f"fitted ln prefactor = {intercept:.5f} (true value 0)")
print(f"straight-line fit 200-400 K: energy = {straight_energy:.5f} eV")


def network_conductance(log_bonds):
    """Minimum power per site for unit mean field along the first axis.

    log_bonds[axis] holds ln conductance of bonds along that axis on a torus.
    """
    dimension = log_bonds.shape[0]
    sites = np.arange(log_bonds[0].size).reshape(log_bonds.shape[1:])
    laplacian = np.zeros((sites.size, sites.size))
    start = sites.ravel()
    for axis in range(dimension):
        end = np.roll(sites, -1, axis=axis).ravel()
        bond = np.exp(log_bonds[axis]).ravel()
        laplacian[start, start] += bond
        laplacian[end, end] += bond
        laplacian[start, end] -= bond
        laplacian[end, start] -= bond
    bond = np.exp(log_bonds[0]).ravel()
    end = np.roll(sites, -1, axis=0).ravel()
    source = np.zeros(sites.size)
    source[start] += bond
    source[end] -= bond
    # Site 0 is grounded because a constant potential costs no power.
    potential = solve(laplacian[1:, 1:], source[1:], assume_a="pos")
    return (bond.sum() - potential @ source[1:]) / sites.size


def mean_log_conductance(shape, disorder, pairs, generator):
    """Mean and standard error; each sample is paired with its sign reversal."""
    values = []
    for _ in range(pairs):
        noise = disorder * generator.standard_normal((len(shape),) + shape)
        pair = []
        for sample in (noise, -noise):
            conductance = network_conductance(sample)
            assert conductance <= np.exp(sample[0]).mean() * (1 + 1e-10)
            pair.append(np.log(conductance))
        values.append(np.mean(pair))
    return np.mean(values), np.std(values, ddof=1) / np.sqrt(pairs)


generator = np.random.default_rng(2024)
weak = 0.3
room = beta_of(300.0) * SIGMA
pairs = 50
print(f"networks: {pairs} sign-reversed pairs; weak sigma/kT = {weak:.2f}")
print("curvature coefficient c in ln(g_eff/median) = c (sigma/kT)^2")
room_results = {}
for shape in ((500,), (22, 22), (8, 8, 8)):
    dimension = len(shape)
    value, spread = mean_log_conductance(shape, weak, pairs, generator)
    coefficient, coefficient_error = value / weak**2, spread / weak**2
    expected = 0.5 - 1.0 / dimension
    # Allows sampling noise, finite size and fourth-order disorder terms.
    assert abs(coefficient - expected) < 0.025
    print(f"d={dimension}, {np.prod(shape)} sites: c = {coefficient:.4f} "
          f"+/- {coefficient_error:.4f}, formula {expected:.4f}")
    room_results[dimension] = mean_log_conductance(shape, room, pairs, generator)

print(f"at 300 K, sigma/kT = {room:.4f}: ln(g_eff/median)")
for dimension, (value, spread) in room_results.items():
    print(f"d={dimension}: network {value:.4f} +/- {spread:.4f}, "
          f"second order {(0.5 - 1 / dimension) * room**2:.4f}")
print(f"parallel paths: ln(L/median) = {0.5 * room**2:.4f}")
overestimate = np.exp(0.5 * room**2 - room_results[3][0])
print(f"L divided by 3D network conductance at 300 K = {overestimate:.3f}")
assert abs(room_results[1][0] + 0.5 * room**2) < 0.05
assert abs(room_results[2][0]) < 0.04
assert 0.1 < room_results[3][0] < 0.5 * room**2 - 0.2

print("all assertions hold")
```

It prints:

```
mean barrier phi = 0.120 eV, width sigma = 0.030 eV
Boltzmann constant = 8.617333e-05 eV/K
barrier-free fraction Phi(-phi/sigma) = 3.167e-05
T(K)  kT(eV)  sigma/kT  u  exp(-phi/kT)  L  A  1-A/L(%)
400  0.03447  0.8703  3.130  3.077e-02  4.493e-02  4.492e-02  0.017
300  0.02585  1.1605  2.840  9.640e-03  1.890e-02  1.889e-02  0.058
200  0.01723  1.7407  2.259  9.465e-04  4.306e-03  4.286e-03  0.458
150  0.01293  2.3209  1.679  9.293e-05  1.374e-03  1.341e-03  2.351
100  0.00862  3.4814  0.519  8.959e-07  3.838e-04  2.995e-04  21.947
60  0.00517  5.8023  -1.802  8.326e-11  1.702e-03  9.252e-05  94.564
T(K)  E_app of L(eV)  E_app of A(eV)  weighted width for A(eV)
400  0.09389  0.09391  0.02995
300  0.08519  0.08526  0.02988
200  0.06778  0.06822  0.02939
150  0.05037  0.05218  0.02801
100  0.01556  0.02732  0.02199
60  -0.05407  0.00783  0.01034
false minimum of L: numerical 87.03 K, formula 87.03 K
L at false minimum = 3.355e-04, A there = 1.994e-04
temperature where u = 2: 174.1 K
error bound Phi(-2) = 2.28 %
quadratic fit 200-400 K: phi = 0.11958 eV, sigma = 0.02979 eV
fitted ln prefactor = -0.00707 (true value 0)
straight-line fit 200-400 K: energy = 0.08097 eV
networks: 50 sign-reversed pairs; weak sigma/kT = 0.30
curvature coefficient c in ln(g_eff/median) = c (sigma/kT)^2
d=1, 500 sites: c = -0.4904 +/- 0.0040, formula -0.5000
d=2, 484 sites: c = -0.0013 +/- 0.0030, formula 0.0000
d=3, 512 sites: c = 0.1591 +/- 0.0021, formula 0.1667
at 300 K, sigma/kT = 1.1605: ln(g_eff/median)
d=1: network -0.6717 +/- 0.0061, second order -0.6733
d=2: network -0.0041 +/- 0.0024, second order 0.0000
d=3: network 0.1865 +/- 0.0025, second order 0.2244
parallel paths: ln(L/median) = 0.6733
L divided by 3D network conductance at 300 K = 1.627
all assertions hold
```
